# Stokes–Einstein–Debye Estimate of a Dipole's Reorientation Time

A molecule modelled as a sphere of radius 0.35 nm and molar mass 150 g/mol, in a liquid of viscosity 1 mPa s at 298 K, would lose its spin in about 0.011 ps if steady viscous friction acted on it. Its dipole nevertheless keeps a memory of its direction for about 131 ps, some 12,000 times longer. The liquid stops each rotation almost at once, and for that very reason the direction changes slowly.

## A back-of-envelope argument

Let \(a\) be the radius of the sphere, \(\eta\) the viscosity, \(T\) the temperature and \(k_B\) Boltzmann's constant. A sphere turning at angular velocity \(\Omega\) drags the nearby liquid with it. The liquid's speed falls from about \(\Omega a\) to a small part of that over a distance of about \(a\), so the shear rate is about \(\Omega\) and the shear stress about \(\eta\Omega\). Multiplying by the area \(4\pi a^2\) and the lever arm \(a\) gives a resisting torque \(\zeta\Omega\) with

\[
\zeta\approx4\pi\eta a^3 .
\]

If \(I\) is the moment of inertia, the spin \(\omega\) obeys \(I\,d\omega/dt=-\zeta\omega\) between thermal kicks. It therefore persists for a time \(\tau_J=I/\zeta\). Equipartition gives \(I\langle\omega^2\rangle=k_BT\) for each axis of rotation. Two axes perpendicular to the dipole can change its direction, so the mean-square turn in one step of duration \(\tau_J\) is about

\[
\delta^2\approx2\,\frac{k_BT}{I}\,\tau_J^2 .
\]

Successive turns are taken as independent, so their squares add. After \(t/\tau_J\) steps the mean-square angle is

\[
\frac{t}{\tau_J}\,\delta^2\approx2\,\frac{k_BT}{I}\,\tau_J\,t=\frac{2k_BT}{\zeta}\,t .
\]

The inertia has cancelled: a heavier molecule turns more slowly but persists longer. Memory is lost when this angle squared is about one, hence

\[
t\approx\frac{\zeta}{2k_BT}\approx\frac{2\pi\eta a^3}{k_BT}\approx65\ \text{ps}.
\]

This explains the scale, but the friction and the meaning of "memory is lost" were both guessed. The derivation below replaces both guesses.

## The friction of a sticking sphere

The liquid is treated as an incompressible continuum. The rotation is slow enough for the fluid's inertia to be neglected, and the liquid touching the sphere moves with its surface, which is the stick boundary condition. The velocity \(\mathbf v\) and pressure \(P\) then obey

\[
\eta\nabla^2\mathbf v=\nabla P,\qquad \nabla\cdot\mathbf v=0 .
\]

Try \(\mathbf v=f(r)\,\boldsymbol\Omega\times\mathbf r\) with constant pressure. The divergence is zero, because \(\nabla f\) is radial while \(\boldsymbol\Omega\times\mathbf r\) is perpendicular to the radius, and \(\boldsymbol\Omega\times\mathbf r\) itself has no divergence. Each velocity component is a combination of terms \(f x_j\), for which

\[
\nabla^2(fx_j)=x_j\nabla^2f+2\frac{\partial f}{\partial x_j}
=x_j\left(f''+\frac{2f'}r\right)+\frac{2x_jf'}r
=x_j\left(f''+\frac{4f'}r\right).
\]

The Stokes equation thus requires \(f''+4f'/r=0\), or \((r^4f')'=0\). Integrating twice gives \(f=A+B/r^3\). The liquid is at rest far away, so \(A=0\), and sticking at \(r=a\) requires \(f(a)=1\), so \(B=a^3\).

With \(\theta\) measured from the rotation axis for the moment, the speed around that axis is

\[
v_\phi=\frac{\Omega a^3\sin\theta}{r^2}.
\]

Rigid rotation has constant \(v_\phi/r\) at fixed \(\theta\) and produces no shear. The shear stress on a spherical surface therefore depends on the radial change of this ratio:

\[
\sigma_{r\phi}=\eta r\frac{\partial}{\partial r}\left(\frac{v_\phi}{r}\right)
=-\frac{3\eta\Omega a^3\sin\theta}{r^3}
\;\longrightarrow\;-3\eta\Omega\sin\theta\quad(r=a).
\]

The lever arm is \(a\sin\theta\) and a ring of surface has area \(2\pi a^2\sin\theta\,d\theta\). The torque exerted by the liquid is

\[
-3\eta\Omega\,(2\pi a^3)\int_0^\pi\sin^3\theta\,d\theta
=-6\pi\eta a^3\Omega\cdot\frac43=-8\pi\eta a^3\Omega .
\]

The minus sign means resistance, and the friction coefficient is

\[
\boxed{\zeta=8\pi\eta a^3}.
\]

Two numerical tests support the factor. Integrating the full stress tensor of this flow over the sphere gives \(25.13274\,\eta a^3\), which agrees with \(8\pi=25.13274\). A separate solution of the Stokes problem, built from point forces inside the sphere whose strengths are chosen to make the surface stick, gives 25.1327.

## From friction to diffusion

Now let \(\theta\) be the angle between the dipole and a fixed axis, and \(p(\theta,t)\) the probability per unit solid angle. Thermal motion is assumed to turn the dipole in many small steps, so that it produces a diffusive current \(-D\,\partial p/\partial\theta\). This defines the rotational diffusion coefficient \(D\).

To find \(D\), imagine a weak field that gives the dipole an energy \(U(\theta)\). The torque is \(-U'\), and in overdamped motion it produces the angular velocity \(-U'/\zeta\). The total current is

\[
J=-D\frac{\partial p}{\partial\theta}-\frac{U'}{\zeta}\,p .
\]

In equilibrium \(p\propto e^{-U/k_BT}\), so \(\partial p/\partial\theta=-U'p/k_BT\), and

\[
J=U'p\left(\frac{D}{k_BT}-\frac1\zeta\right).
\]

There is no net current in equilibrium, whatever the angle. The bracket must vanish, which gives the Einstein relation

\[
D=\frac{k_BT}{\zeta}.
\]

Now remove the field. The ring between \(\theta\) and \(\theta+d\theta\) contains the probability \(2\pi\sin\theta\,p\,d\theta\), and the flow through its edge is \(2\pi\sin\theta\,J\). Conservation of probability gives

\[
\frac{\partial p}{\partial t}=\frac{D}{\sin\theta}\frac{\partial}{\partial\theta}
\left(\sin\theta\frac{\partial p}{\partial\theta}\right).
\]

For any smooth function \(g(\theta)\) of direction, multiply by \(2\pi g\sin\theta\) and integrate by parts twice. The boundary terms contain \(\sin\theta\), which is zero at both poles, so

\[
\frac{d\langle g\rangle}{dt}
=2\pi D\int_0^\pi g\,\frac{\partial}{\partial\theta}\!\left(\sin\theta\frac{\partial p}{\partial\theta}\right)d\theta
=D\left\langle\frac1{\sin\theta}\frac{d}{d\theta}\left(\sin\theta\frac{dg}{d\theta}\right)\right\rangle .
\]

For the dipole take \(g=\cos\theta\), with the axis along its initial direction. Then \(\sin\theta\,g'=-\sin^2\theta\), whose derivative divided by \(\sin\theta\) is \(-2\cos\theta\). Therefore

\[
\frac{d\langle\cos\theta\rangle}{dt}=-2D\langle\cos\theta\rangle,
\qquad
\langle\cos\theta\rangle=e^{-t/\tau_1},\qquad \tau_1=\frac1{2D}.
\]

Inserting \(D\) and \(\zeta\), and writing \(V=4\pi a^3/3\) for the volume of the sphere,

\[
\boxed{\tau_1=\frac{\zeta}{2k_BT}=\frac{4\pi\eta a^3}{k_BT}=\frac{3\eta V}{k_BT}} .
\]

This is the time in which the dipole correlation falls to \(1/e\) of its initial value.

Some experiments do not distinguish a direction from its opposite and follow \(g=(3\cos^2\theta-1)/2\) instead. Here \(\sin\theta\,g'=-3\sin^2\theta\cos\theta\), and

\[
\frac1{\sin\theta}\frac{d}{d\theta}(-3\sin^2\theta\cos\theta)
=3\sin^2\theta-6\cos^2\theta=3-9\cos^2\theta=-6g .
\]

The decay rate is \(6D\), so \(\tau_2=1/(6D)=\eta V/k_BT\), one third of \(\tau_1\). A quoted time therefore needs its rank stated. Numerical diagonalization of the diffusion operator gives the two rates as \(2.0000D\) and \(6.0000D\).

The ratio of three belongs to small steps of a body that, like the sphere, turns equally easily about every axis. In the opposite limit, suppose the molecule waits and then jumps, at a rate \(w\), to a completely random direction. Both averages vanish after the first jump, and the chance that no jump has occurred is \(e^{-wt}\). Both correlations then decay with the same time \(1/w\). For a spherical body, measuring the two times can thus distinguish these two models of motion. A ratio below three does not by itself prove large jumps: for a sticking prolate ellipsoid five times longer than wide, with the observed vector across its long axis, small steps give a ratio of integrated times near 1.9.

## The numbers

The volume and friction are

\[
V=\frac{4\pi}{3}(0.35\ \text{nm})^3=0.1796\ \text{nm}^3,
\]
\[
\zeta=8\pi(1.0\times10^{-3}\ \text{Pa s})(0.35\times10^{-9}\ \text{m})^3
=1.078\times10^{-30}\ \text{J s}.
\]

With \(k_BT=4.114\times10^{-21}\) J,

\[
D=\frac{4.114\times10^{-21}}{1.078\times10^{-30}}\ \text{s}^{-1}
=3.82\times10^9\ \text{s}^{-1},
\]
\[
\tau_1=\frac1{2D}=131\ \text{ps},\qquad \tau_2=44\ \text{ps}.
\]

The 131 ps quoted at the start is therefore the first-rank, stick-boundary time. Since \(\tau_1\propto a^3\), it depends strongly on the chosen radius. With viscosity and temperature fixed, a radius of 0.32 nm gives 100 ps and one of 0.38 nm gives 168 ps.

The step from random spinning to diffusion was tested by simulating 20,000 spheres with inertia, whose random kicks were set by equipartition. To shorten the calculation, \(I\) was enlarged until \(I/\zeta=\tau_1/200\). At \(t=\tau_1\) the first-rank correlation was 0.371, and near \(t=\tau_2\) the second-rank correlation was 0.374. Both agree with \(e^{-1}=0.368\) within the allowed difference of 0.02, which covers sampling noise and the enlarged inertia.

## Comparing the two arguments

The quick argument gave half the derived time. The missing factor of two lies in the friction. The actual surface stress is \(3\eta\Omega\sin\theta\) rather than \(\eta\Omega\), and the lever arm contributes another \(\sin\theta\). The average of \(\sin^2\theta\) over a sphere is \(2/3\), so the torque is \(3\times2/3=2\) times the guess.

Two other factors cancelled. The spin does not stop abruptly after \(\tau_J\); its correlation fades as \(e^{-s/\tau_J}\), where \(s\) is the time separation. For a turn \(\varphi\) about one axis over \(t\gg\tau_J\),

\[
\langle\varphi^2\rangle\approx2t\int_0^\infty\frac{k_BT}{I}e^{-s/\tau_J}\,ds
=\frac{2k_BT}{\zeta}\,t=2Dt .
\]

The factor 2 counts both time orders. Two axes give \(\langle\theta^2\rangle=4Dt\) at small angles, twice the quick result. On the other hand, \(\langle\cos\theta\rangle\approx1-\langle\theta^2\rangle/2=1-2Dt\), so the correlation falls at half the rate suggested by setting \(\langle\theta^2\rangle=1\). Within this small-angle expansion, the errors in step counting and in the criterion compensate.

For the example \(I=1.22\times10^{-44}\) kg m², taking the mass as uniformly distributed, and \(I/\zeta=0.0113\) ps. The simple walk then has steps of about \(\sqrt{0.0113/131}=0.009\) rad, or half a degree, and needs about 12,000 of them. This picture should not be taken literally at such short times. With a rough liquid density \(\rho=0.80\) g/cm³, the surrounding flow needs about \(\rho a^2/\eta=0.098\) ps to develop, longer than the nominal spin memory. The steady friction is not yet established while the spin decays. Both times are nevertheless far below 131 ps, which is what the diffusion estimate requires.

## What a real molecule may change

**Slip.** Suppose the liquid slides over the surface. The flow outside keeps its form, \(v_\phi=C\sin\theta/r^2\), but \(C\) changes. A slip length \(b\) is defined by setting the fluid velocity relative to the wall equal to \(b\) times the local shear rate, which is \(-3C\sin\theta/a^3\). Cancelling \(\sin\theta\),

\[
\frac C{a^2}-\Omega a=-\frac{3bC}{a^3}
\quad\Longrightarrow\quad
C=\frac{\Omega a^3}{1+3b/a}.
\]

The stress is proportional to \(C\), so

\[
\zeta=\frac{8\pi\eta a^3}{1+3b/a}.
\]

For an illustrative \(b=0.10\) nm the friction is multiplied by 0.538 and \(\tau_1\) becomes 71 ps. As \(b\to\infty\) the friction of a sphere vanishes. The formula then predicts a zero reorientation time, but its overdamped assumption has already failed: without friction the sphere keeps its spin and turns freely.

**Shape.** A body that is not spherical must push liquid aside when it tumbles. Consider a prolate ellipsoid of revolution of the same volume, with length 1.5 times its width and the dipole along the long axis. Turning about that axis leaves the dipole unchanged, so the tumbling friction alone matters. The point-force calculation with stick boundaries gives 1.193 times the friction of the sphere, as does Perrin's established formula for this shape. The time rises to 156 ps.

**Dielectric friction.** A polar liquid also resists electrically. The dipole \(\mu\) polarizes its surroundings, and the polarization acts back on it through a reaction field \(R\). If the dipole turns, this field lags and pulls it back. Place \(\mu\) at the centre of an empty cavity of radius \(a\) in a liquid of relative permittivity \(\varepsilon\), and write \(k=1/(4\pi\varepsilon_0)\). With \(\theta\) measured from the dipole, the potentials inside and outside are

\[
\left(\frac{k\mu}{r^2}-Rr\right)\cos\theta,\qquad \frac{kM}{r^2}\cos\theta ,
\]

where \(M\) is the dipole seen from outside. Continuity of the potential and of the normal displacement at \(r=a\) gives

\[
\frac{k\mu}{a^3}-R=\frac{kM}{a^3},\qquad
\frac{2k\mu}{a^3}+R=\frac{2\varepsilon kM}{a^3}.
\]

Eliminating \(M\) yields \(R=(k\mu/a^3)F\), with

\[
F=\frac{2(\varepsilon-1)}{2\varepsilon+1}=1-\frac3{2\varepsilon+1}.
\]

For steady turning, represent the dipole's components in its plane of rotation by the complex number \(\mu e^{i\Omega t}\). A liquid with one Debye relaxation time \(\tau_D\) has \(\varepsilon=\varepsilon_\infty+(\varepsilon_s-\varepsilon_\infty)/(1+i\Omega\tau_D)\), where \(\varepsilon_s\) and \(\varepsilon_\infty\) are its static and high-frequency values. Let \(A=2\varepsilon_s+1\), \(B=2\varepsilon_\infty+1\) and \(\tau_c=\tau_DB/A\). Putting \(2\varepsilon+1\) over a common denominator gives

\[
2\varepsilon+1=\frac{A+i\Omega\tau_DB}{1+i\Omega\tau_D},
\qquad
F=1-\frac3A\,\frac{1+i\Omega\tau_D}{1+i\Omega\tau_c}.
\]

The imaginary part of the last fraction is \(\Omega(\tau_D-\tau_c)/(1+\Omega^2\tau_c^2)\), and \(\tau_D-\tau_c=2(\varepsilon_s-\varepsilon_\infty)\tau_D/A\). The torque \((k\mu^2/a^3)\,\mathrm{Im}\,F\) is negative, hence a drag, with friction coefficient

\[
\zeta_d=\frac{\mu^2}{4\pi\varepsilon_0a^3}\,
\frac{6(\varepsilon_s-\varepsilon_\infty)\tau_D}{(2\varepsilon_s+1)^2}\,
\frac1{1+\Omega^2\tau_c^2}.
\]

Take \(\mu=2\) D and the rough values \(\varepsilon_s=24\), \(\varepsilon_\infty=4\) and \(\tau_D=160\) ps. Slow turning gives \(\zeta_d=7.5\times10^{-32}\) J s, or 6.9 % of the viscous friction, and raises \(\tau_1\) to 140 ps. The lag time is \(\tau_c=160\times9/49=29\) ps. At the rate \(\Omega=1/\tau_1\) the last factor is 0.952, but a diffusing dipole does not turn steadily, so this factor is only a rough guide. When the dipole and its relaxing reaction field diffuse together, the decay is slightly non-exponential and the correlation reaches \(1/e\) at about 138 ps. The slow limit is thus good to about 2 ps here, which is adequate for this estimate. Since \(\zeta_d\propto\mu^2\), a strongly polar solute would be affected more.

## How far the estimate can be trusted

The solvent values used here are rough ones in the regime of ethanol near room temperature. The solute is a round model, not a particular compound. One assumption under clear strain is the continuum: at 46 g/mol and 0.80 g/cm³, each solvent molecule occupies about 0.095 nm³, so the solute's volume is only 1.88 times as large. The liquid cannot be smooth on the scale of the solute, and in the slip calculation a slip length of only 0.10 nm nearly halves the time, while one of 1 nm would cut it to about 14 ps. Conversely, if bound solvent turns with the solute and doubles its effective volume, the stick formula doubles the time to about 262 ps.

Temperature acts mainly through viscosity. With an assumed activation energy \(E=14\) kJ/mol and the gas constant \(R_g\), the viscosity at 323 K is

\[
\eta(323\ \text{K})=\eta(298\ \text{K})
\exp\left[\frac{E}{R_g}\left(\frac1{323\ \text{K}}-\frac1{298\ \text{K}}\right)\right]
=0.65\ \text{mPa s}.
\]

Together with the explicit factor \(1/T\), this reduces \(\tau_1\) to 78 ps at fixed radius.

A dielectric measurement on a polar liquid need not return any of these times. It responds to the total dipole moment, whose correlation includes products of dipoles on different molecules, whereas \(\tau_1\) follows one molecule.

The corrections above change one assumption at a time. They have different signs and need not be independent, so adding them need not produce a better prediction. For the stated sphere the model gives 131 ps; for a real molecule of about this size, the changes of radius and shape and the modest slip examined here give times of order 100 ps, not three-figure accuracy. If the liquid slides almost freely over a compact molecule, the time can be much shorter, so the stick value is not a safe estimate in that case. The numerical output lists the main values behind these comparisons.

## Computed results

```
radius: 0.35 nm
viscosity: 1.00 mPa s
temperature: 298 K
thermal energy kB T: 4.1143e-21 J
molecular volume V: 0.1796 nm^3
rotational friction zeta: 1.0776e-30 J s
rotational diffusion D: 3.8182e+09 1/s
dipole time tau1: 131.0 ps
second-rank time tau2: 43.7 ps
surface torque / (eta a^3 Omega): 25.13274
8 pi: 25.13274
same friction from point forces: 25.1327
diagonalized rates / D: 2.0000, 6.0000
simulated walkers: 20000
simulated first-rank memory at tau1: 0.371
simulated second-rank memory near tau2: 0.374
dipole time from simulation: 132 ps
tau1 for radius 0.32 nm: 100 ps
tau1 for radius 0.38 nm: 168 ps
slip length: 0.10 nm
friction factor with slip: 0.538
tau1 with slip: 71 ps
aspect ratio of elongated body: 1.5
friction factor from shape, numerical: 1.193
friction factor from shape, Perrin: 1.193
tau1 of elongated body: 156 ps
dipole moment: 2.0 D
rough solvent permittivities: 24, 4
rough solvent Debye time: 160 ps
reaction-field lag time: 29.4 ps
slow dielectric friction: 7.46e-32 J s
dielectric / viscous friction: 6.9 %
dielectric drag factor at rate 1/tau1: 0.952
tau1 with slow dielectric friction: 140 ps
molar mass of solute: 150 g/mol
moment of inertia: 1.22e-44 kg m^2
inertial time I/zeta: 0.0113 ps
rough solvent density: 0.80 g/cm^3
flow build-up time: 0.098 ps
rough solvent molar mass: 46 g/mol
volume per solvent molecule: 0.095 nm^3
solute / solvent volume: 1.88
rough viscosity activation energy: 14 kJ/mol
warm temperature: 323 K
warm viscosity: 0.65 mPa s
warm tau1: 78 ps
```
